Wrinkle Wavelength of a Bonded Monolayer from Its Bending Rigidity, part 2

The wrinkling of a compressed monolayer on a polymer is to be simulated in a periodic cell, whose length and bending term must be fixed first.

The sheet has bending rigidity D and stretching stiffness C (y strain blocked). It is compressed along x by a strain ε and bonded to an elastic half-space z < 0 with Young modulus E_s, Poisson ratio ν and shear modulus μ = E_s/[2(1+ν)]. Compression is positive in ε and in the force per width N. Lengths are in nm, forces per width in N/m, moduli in MPa.

With displacements u along x and w along z, and primes for d/dx, the sheet energy per area is

F_sheet = mean of ½C(u′ + ½w′² − ε)² + ½D(w″)².   (1)

Surface displacements U sin kx along x and W cos kx along z give the substrate field

u_x = (U + Qkz)e^{kz} sin kx,
u_z = (W − Qkz)e^{kz} cos kx,
Q = (U + W)/(3−4ν)   (4)

and the energy per area

F_sub = (k/4)[a(U² + W²) + 2bUW],   (6)

with a = 4μ(1−ν)/(3−4ν) and b = −2μ(1−2ν)/(3−4ν), which finite elements confirmed to within 8.6×10⁻⁵ of a. The surface shear traction is σ_xz = k(aU + bW)sin kx.

A stiff sheet holds U near zero, and the normal traction per displacement is ak. Sheet stretching replaces a by

κ(k) = a − b²/(a + Ck).   (8)

The flat state becomes unstable to wavenumber k at the force

N(k) = Dk² + a/k.   (9)

Its minimum gives k_c³ = a/(2D), N_c = 3Dk_c², ε_c = N_c/C and

λ = 2π(2D/a)^{1/3} = 2π{D(1+ν)(3−4ν)/[E_s(1−ν)]}^{1/3}.   (10)

A shear-free interface gives λ_free = 2π[4D(1−ν²)/E_s]^{1/3}.

Beyond the threshold, w = A cos kx, so W = A, with

A = (2/k)√[ε − N(k)/C].   (11)

At this order the wavelength does not change with strain, and the sheet force stays at N_c.

A homogeneous plate of thickness t would have D = Ct²/12. A row of atoms with spacing s resists bending through its bond angles.

### Numbers for a monolayer on a soft plastic

The following values are rough and typical of monolayer MoS₂ on low-density polyethylene: D = 10 eV, C = 140 N/m, E_s = 200 MPa and ν = 0.45. The applied strain is 0.5%. The substrate constants are

μ = 200/(2 × 1.45) = 68.97 MPa,
a = 4 × 68.97 × 0.55/1.20 = 126.4 MPa,
b = −2 × 68.97 × 0.10/1.20 = −11.49 MPa.

One electronvolt is 0.1602 nN nm, so D = 1.602 nN nm, and a = 0.1264 nN/nm². Hence

k_c = [0.1264/(2 × 1.602)]^{1/3} = 0.3404 nm⁻¹,
λ = 2π/0.3404 = 18.46 nm.

Bending contributes Dk_c² = 0.1857 N/m to the threshold and the substrate contributes a/k_c = 0.3714 N/m. Their sum is N_c = 0.5571 N/m, and

ε_c = 0.5571/140 = 0.398%.

At 0.5% strain the amplitude is

A = (2/0.3404)√(0.005 − 0.003979) = 0.188 nm.

The largest slope, k_cA = 0.064, is small, as the energy of the sheet requires. The ratio Ck_c/a is 377, so the surface is pinned tangentially to good accuracy as long as the sheet does not slip. Holding U near zero takes a shear traction of amplitude k_c|b|A = 0.73 MPa at the interface, which a weakly bonded monolayer need not sustain. Allowing the sheet to stretch through (8) leaves the wavelength at 18.46 nm. The shear-free formula gives 18.51 nm, a difference of 0.3%, because ν is close to ½.

Two tests approach these results from the energy. In the first, a substrate of depth 6λ was divided into finite elements and the buckling force was minimized over k, with stretching of the sheet included. The minimum lay at 18.456 nm and 0.5571 N/m. In the second, the nonlinear sheet energy (1) plus the substrate energy was minimized over the period and over three harmonics each of u and w. At 0.5% strain it gave a wavelength of 18.456 nm, an amplitude of 0.1876 nm and a force of 0.5572 N/m. At 1% strain the wavelength was 18.453 nm and the force 0.5576 N/m, while the amplitude had risen to 0.456 nm. The constant wavelength and the force plateau therefore hold closely in this elastic model, whose sheet energy (1) itself omits corrections of relative order ε.

### The cost of an assumed thickness

Assign the sheet a thickness of 0.65 nm, roughly the layer spacing of the bulk crystal, and keep C fixed. The plate relation gives

D = 140 × 0.65²/12 = 4.93 nN nm = 30.8 eV,

about three times the rigidity put in. Since λ varies as D^{1/3}, the wavelength becomes 26.84 nm, which is 45% too long relative to 18.46 nm. The thickness that would reproduce D = 10 eV is √(12D/C) = 0.37 nm. It describes the ratio of two stiffnesses and does not locate the outer atoms.

The effect on the periodic cell follows from (9). With r = k/k_c, the bending term is r²N_c/3 and the substrate term is 2N_c/(3r), so

N/N_c = (r² + 2/r)/3.

A cell 26.84 nm long admits one wave with r = 18.46/26.84 = 0.688, for which N/N_c = 1.127. It also admits two waves with r = 1.376, for which N/N_c = 1.115. The cell therefore wrinkles in two waves of 13.4 nm, at a force 11.5% above the true threshold, even if the correct D is used in the run. A cell several times λ long reduces this error, because its allowed wavenumbers lie closer together.

### Where the sheet meets the substrate

The model places the interface at the neutral plane of the sheet. Suppose it lies a distance d below. A slope w′ then shifts the interface sideways by dw′, and since w′ = −kW sin kx, the surface amplitude is U = −kdW. Inserting this in (6) and dividing the normal response by k gives

N(k) = Dk² + a/k + 2|b|d + ad²k.

The third term raises the threshold without favouring any wavelength. The fourth favours long waves. The minimum now obeys 2Dk³ = a(1 − k²d²), so λ grows by a fraction of about (k_cd)²/3. For a rough d = 0.5 nm this is (0.170)²/3, or 1%, and the numerical minimum is at 18.63 nm.

The bond itself may give slightly. Let it have normal stiffness B per area, in series with the substrate's ak. The combined stiffness is

ak/(1 + ak/B) ≈ ak − a²k²/B.

Divided by k², the correction is the constant −a²/B. It lowers the threshold and to first order leaves the wavelength alone. A rough adhesion energy of 0.1 J/m² acting over a range of 0.3 nm gives B ≈ 0.1/0.3² = 1.1 nN/nm³. The computed wavelength remains 18.46 nm.

A tensile interface stress τ opposes the compressive force in the sheet. The net force that drives wrinkling is Cε − τ, so the sheet must reach Cε = N_c + τ. The wavelength is unchanged, since τ adds the same amount at every k. With a rough τ = 0.03 N/m the threshold strain becomes (0.5571 + 0.03)/140 = 0.419%. At 0.5% applied strain, (11) then gives an amplitude of 0.167 nm instead of 0.188 nm. Close to threshold, the height is much more sensitive than the wavelength.

The adhesion can be compared with the energy available for debonding. The flat sheet at 0.5% strain stores ½ × 140 × 0.005² = 0.00175 J/m², and wrinkling lowers this. Releasing a large patch completely cannot recover more than that from the sheet. The rough adhesion energy is 57 times larger, so such a release is unfavourable here. A patch that is already unbonded would be a different starting state, to which the wavelength formula does not apply.

### How thick is thick, and how elastic is elastic

A rigid base bonded to the underside of the substrate shortens the wrinkles. With the elastic constants fixed, the wavelength is 18.42 nm for a depth of one λ, 16.84 nm for half of λ and 13.38 nm for a quarter, where λ is the half-space value. The direction of the change can be derived. A displacement field allowed in a shallow layer is also allowed in a deeper one, if it is continued by zero. The minimum energy therefore cannot rise with depth H. The substrate term becomes aR(kH)/k, where R does not increase with kH and tends to 1. At k_c the slope of Dk² + aR/k is

2Dk_c − aR/k_c² + aHR′/k_c = a(1 − R)/k_c² + aHR′/k_c,

where R′ is the derivative with respect to kH. Since R ≥ 1 and R′ ≤ 0, both terms are zero or negative. N is therefore still falling at k_c whenever the base is felt, and a lower threshold lies at larger k. For these parameters, a depth of one wavelength brings λ within 0.2% of the half-space value.

The polymer must also remain elastic. For U = 0, (4) gives Q = W/(3−4ν). The difference of normal strains e_xx − e_zz and the engineering shear strain then have the same amplitude,

kW|(2kz + 1)/(3−4ν) − 1|e^{kz}.

One varies as cos kx and the other as sin kx, so the difference of principal stresses in the xz plane is 2μ times this amplitude at every x. For ν = 0.45 the amplitude peaks at kz = −0.9, where the factor multiplying kW is 0.678. With W = 0.188 nm the peak stress difference is

2 × 68.97 × 0.0639 × 0.678 = 5.97 MPa.

This lies below a rough yield stress of 10 MPa. At 1% strain the larger amplitude scales it to 14.5 MPa, so the elastic solution quoted above for that strain should not be expected to describe this polymer. Any uniform compression of the substrate adds its own stress.

### Temperature and the atomic lattice

Thermal ripples stiffen a sheet against bending, and the leading effect can be estimated in the unloaded state. Take a static wave of height A and wavevector **k**, and a thermal ripple of wavevector **p** and complex amplitude h_p. Their slopes combine into a strain pattern of wavevector **q** = **p** ± **k**. In-plane displacements can relax this pattern except for the strain along the direction **t** perpendicular to **q**, because a displacement varying along **q** produces no strain along **t**. The remaining energy per area is ½Y|e_tt|², where Y is the two-dimensional Young modulus.

Since **t**·**q** = 0, the components of **p** and **k** along **t** have equal size, k|sin θ|, where θ is the angle between **k** and **q**. Hence |e_tt| = (A/2)k² sin²θ |h_p|. The two signs of **k** together give

(A²k⁴/4)Y Σ_p sin⁴θ ⟨|h_p|²⟩.

Bending costs DA²k⁴/4, so the sum is an increase of D. Equipartition gives ⟨|h_p|²⟩ = k_BT/[S(Dp⁴ + ap)] for sheet area S, and

δD = k_BT Y ∫ d²p/(2π)² sin⁴θ/(Dp⁴ + ap).   (12)

This is first order in temperature. It neglects the substrate's resistance to the in-plane relaxation. At 300 K, with C used in place of the slightly smaller Y, δD/D at k_c is 4.5%. If this increase were independent of k, λ would become 18.73 nm. In fact δD from (12) falls roughly as k^{−0.8} near k_c (as 1/k² for a free sheet), and minimizing [D + δD(k)]k² + a/k gives 18.62 nm.

The same equipartition formula gives an rms thermal height of 0.052 nm without load. The rms height of the wrinkle is 0.188/√2 = 0.133 nm. Under load the sum Dp⁴ + ap in the denominator is reduced by N(p_x² + ν_f p_y²), with ν_f the sheet's Poisson ratio, so the fluctuations grow towards threshold and the sharp onset is rounded. The same reduction enters the denominator of (12), so 4.5% is an underestimate for a sheet loaded close to threshold: with ν_f = 0.25, δD/D at k_c is about 9% at N = 0.9N_c and about 15% at N = 0.99N_c.

The lattice changes less. For the row of atoms in the first half, a rough spacing s = 0.32 nm replaces k⁴ in the bending energy by (2 − 2cos ks)²/s⁴. The bending term falls by 0.2% at k_c.

### Beside the real materials

The chosen D and C are of the size expected for monolayer MoS₂, and the modulus is in the usual range of low-density polyethylene near room temperature. The assumption most open to doubt is a uniform, time-independent substrate. This polymer is semicrystalline, with crystalline layers roughly 10 nm thick, and it softens on heating and under sustained load. By the strain formula above, the shear strain below a wrinkle peaks at a depth of 0.9/k_c = 2.6 nm and falls to 1/e of its peak only at about 9 nm. This reach is comparable with the thickness of one crystalline layer, so the wavelength can depend on the arrangement of the layers nearest the sheet, and the bulk average modulus need not apply. If the effective modulus halves with ν and D fixed, the wavelength rises from 18.5 to 23.3 nm, or 26%. That exceeds the individual shifts found above for the interface, the lattice and temperature.

Silicone elastomers can be about a hundred times softer. Dividing E_s by 100, with the other parameters held fixed, multiplies λ by 4.64 and gives 86 nm. It also divides k_c² by 21.5. The threshold force falls to 0.026 N/m, below the rough interface stress used here. With p = k_c x and a = 2Dk_c³, the integral in (12) at k_c becomes 1/(Dk_c²) times a pure number. The thermal estimate therefore scales as 1/k_c² at fixed D, and it grows to about 97% of D. A first-order correction of that size is no longer reliable. On such a substrate, (10) with the unrenormalized D gives a scale for the wavelength and not a prediction at the percent level.

The numerical output lists the inputs and the separate corrections. Formula (10) describes a stiff sheet bonded to a substrate that stays elastic, is uniform over the depth the wrinkle reaches and is at least about one wavelength deep. It needs a bending rigidity measured or computed for the sheet and a substrate modulus suited to the temperature and loading time. In a semicrystalline plastic, uniformity on this scale is not assured, so 18.5 nm is the result for the model substrate and only an estimate for the real one.

Computed values

```
Bending rigidity D: 10 eV
Film stiffness C: 140 N/m
Substrate Young modulus: 200 MPa
Substrate Poisson ratio: 0.45
Applied strain: 0.5 %
Substrate shear modulus: 68.97 MPa
Bonded coefficient a: 126.4 MPa
Coupling coefficient b: -11.49 MPa
Critical wavenumber: 0.3404 1/nm
WAVELENGTH: 18.46 nm
Threshold force N_c: 0.5571 N/m
Bending part of N_c: 0.1857 N/m
Substrate part of N_c: 0.3714 N/m
Threshold strain: 0.3979 %
Amplitude at applied strain: 0.1877 nm
Largest slope k A: 0.0639
Shear-free wavelength: 18.507 nm
Assumed thickness (rough): 0.65 nm
D from assumed thickness: 30.77 eV
Wavelength from assumed thickness: 26.84 nm
Equivalent plate thickness: 0.3706 nm
Test: worst a,b error / a: 8.6e-05
Test: depth-element wavelength: 18.456 nm
Test: depth-element N_c: 0.5571 N/m
Nonlinear, strain 0.50 %: wavelength 18.456 nm, A 0.1876 nm, N 0.5572 N/m
Nonlinear, strain 1.00 %: wavelength 18.453 nm, A 0.4556 nm, N 0.5576 N/m
Ratio C k_c / a: 377
Wavelength with film stretching: 18.4562 nm
Interface offset (rough): 0.5 nm
Wavelength with offset: 18.63 nm
Adhesion energy (rough): 0.1 J/m^2
Bond range (rough): 0.3 nm
Wavelength with bond compliance: 18.46 nm
Wavelength, substrate depth 0.25 wavelengths: 13.381 nm
Wavelength, substrate depth 0.50 wavelengths: 16.844 nm
Wavelength, substrate depth 1.00 wavelengths: 18.423 nm
Interface stress (rough): 0.03 N/m
Threshold with interface stress: 0.4193 %
Temperature: 300 K
Thermal change of D, one loop: 4.5 %
Wavelength with thermal D: 18.73 nm
Thermal rms height, unloaded: 0.052 nm
Wavelength if E_s halves: 23.25 nm
Lattice spacing (rough): 0.32 nm
Lattice change of bending term: -0.2 %
Peak principal stress difference: 5.97 MPa
Polymer yield stress (rough): 10 MPa
Flat-film energy at applied strain: 0.00175 J/m^2
```
